# Lorentzian Broadening of Quantum-Well Gain Breaks Detailed Balance

A model quantum well at 300 K holds $2\times10^{12}$ electrons and as many holes per cm². Its quasi-Fermi levels are separated by the gap plus 97.5 meV, so every transition between the gap and that energy is inverted. When its free-carrier gain, from bands with no upper edge, is convolved with a Lorentzian of half width 10 meV, the well absorbs at 100 meV below the gap, with 0.62% of the plateau absorption of the empty well. Its transparency point also moves, to 5.1 meV below the quasi-Fermi-level separation. Neither result is present in the unbroadened spectrum.

## The well before broadening

Take one electron and one hole subband, both parabolic, with masses $m_e=0.05$ and $m_h=0.25$ in units of the free-electron mass. Optical transitions conserve the in-plane wave vector $k$. Coulomb enhancement, gap renormalization and higher subbands are left out. Each carrier type is in equilibrium within its band, at a common temperature $T$.

Energies are measured from the gap: $x=\hbar^2k^2/2m_r$ is the transition energy and $E$ the photon energy, with $1/m_r=1/m_e+1/m_h$. In two dimensions $k\,dk\propto dx$, so the transitions have constant density for $x>0$. Gain is positive and is divided by the plateau absorption of the empty well. Slowly varying positive prefactors, taken at the photon energy, do not affect its sign.

The electron's share of $x$ is $xm_r/m_e$ and the hole's is $xm_r/m_h$. With quasi-Fermi levels $\phi_e,\phi_h$ measured into the bands,
$$f_e=\frac1{1+e^{(xm_r/m_e-\phi_e)/kT}},\qquad f_h=\frac1{1+e^{(xm_r/m_h-\phi_h)/kT}} .$$
Stimulated emission needs both carriers present and absorption needs both absent. The net gain is therefore
$$g_0=f_ef_h-(1-f_e)(1-f_h)=f_e+f_h-1 .$$
Since $f/(1-f)$ is a Boltzmann exponential for each carrier, and the two energy shares add to $x$,
$$\frac{f_ef_h}{(1-f_e)(1-f_h)}=e^{(\Delta-x)/kT},\qquad \Delta=\phi_e+\phi_h. \tag{1}$$
Here $\Delta$ is the quasi-Fermi-level separation minus the gap. The unbroadened spectrum changes sign at $x=\Delta$.

To find the levels, integrate the Fermi function over the constant density of states $m/\pi\hbar^2$, spin included:
$$n=\frac{m\,kT}{\pi\hbar^2}\ln\!\left(1+e^{\phi/kT}\right).$$
It is convenient to define $W=2\pi\hbar^2n/m_r=229.8$ meV. Then $\pi\hbar^2n/m_e=(W/2)(m_r/m_e)=95.75$ meV, and the corresponding hole energy is 19.15 meV. With $kT=25.85$ meV, inversion gives
$$\phi_e=25.85\ln(e^{95.75/25.85}-1)\simeq95.1\ \text{meV},$$
$$\phi_h=25.85\ln(e^{19.15/25.85}-1)\simeq2.4\ \text{meV}.$$
Their sum is $\Delta=97.5$ meV.

## Where the convolution comes from

Let the polarization $p_k$ of each $k$-state decay at a constant rate $\gamma/\hbar$. Remove the rapid oscillation at the gap frequency from both field and polarization, so that a weak resonant field becomes $F e^{-iEt/\hbar}$ with $E$ measured from the gap. With dipole $d_0$, the amplitude of the polarization obeys
$$E\,p_k=(x-i\gamma)p_k-(1-f_e-f_h)d_0F,$$
$$p_k=\frac{(1-f_e-f_h)d_0F}{x-E-i\gamma}.$$
The imaginary part gives absorption proportional to $(1-f_e-f_h)\gamma/[(x-E)^2+\gamma^2]$. Reversing the sign for gain and summing over $k$ gives
$$g(E)=\int_0^\infty g_0(x)L(E-x)\,dx,\qquad L(u)=\frac{\gamma/\pi}{u^2+\gamma^2}. \tag{2}$$
For $\gamma=10$ meV the decay time $\hbar/\gamma$ is 66 fs. The inversion in (2) is evaluated at the transition energy $x$, while the photon has energy $E$.

## Absorption below the gap

Write $g_0=-1+(f_e+f_h)$ and define
$$A(y)=\int_{-\infty}^{y}L(u)\,du=\frac12+\frac1\pi\arctan\frac y\gamma .$$
The substitution $u=E-x$ turns the integral of $L(E-x)$ over $x>0$ into $A(E)$, so
$$g(E)=-A(E)+\int_0^\infty(f_e+f_h)L(E-x)\,dx. \tag{3}$$
The first term is the broadened absorption of the empty well. The second is the reduction of absorption, and the gain, caused by the carriers.

At $E=-100$ meV the first term is $-0.0317$. The total is $-0.0062$, so the carriers contribute $+0.0255$. They do not cancel the tail of the absorbing continuum.

To see the behaviour farther down, put $E=-d$, with $d$ much larger than $\gamma$ and the energies over which the bands are occupied. Then
$$A(-d)=\frac1\pi\arctan\frac\gamma d\simeq\frac{\gamma}{\pi d}.$$
In the carrier term, $L\simeq\gamma/\pi d^2$ wherever $f_e+f_h$ is appreciable. Changing from $x$ to the electron energy $\epsilon=xm_r/m_e$ gives
$$\int_0^\infty f_e\,dx=\frac{m_e}{m_r}\int_0^\infty f_e\,d\epsilon=\frac{m_e}{m_r}\,\frac{\pi\hbar^2n}{m_e}=\frac W2 .$$
The hole integral has the same value. Hence
$$g(-d)\simeq-\frac{\gamma}{\pi d}\left(1-\frac Wd\right). \tag{4}$$
The carrier term falls as $1/d^2$, but the absorption falls only as $1/d$ because its source has no upper edge. The far tail is absorbing at any finite density.

Equation (4) does not locate the change of sign, since its neglected terms matter when $d$ is comparable with $W$. The full integral becomes negative below $E=-53.2$ meV, whereas $W$ is 229.8 meV.

Real bands end. If the continuum stops at $x=X$, above the occupied states, then for $d\gg X$ the kernel is nearly constant over the whole spectrum and
$$g(-d)\simeq\frac{\gamma}{\pi d^2}\int_0^X(f_e+f_h-1)\,dx\simeq\frac{\gamma(W-X)}{\pi d^2}.$$
The far tail then absorbs if $X>W$. This threshold is exact when the density is held fixed in the truncated bands. In the example holes still occupy states near $x=W$, and with the quasi-Fermi levels held fixed the threshold falls to 181 meV. A result at photon energies below the gap thus depends on how far the model's bands extend above it. With the levels fixed, the absorption at $E=-100$ meV turns into gain once $X$ is lowered below about 404 meV, and at $X=400$ meV the transparency point lies 3.7 meV, not 5.1 meV, below $\Delta$.

In an empty well some below-gap absorption is allowed. There the Lorentzian gives the right sign, and its fault is the size and slow decay of the tail. In the inverted well the sign itself is wrong, as the general statement below will show.

## The cold well

At $T=0$, with $\Delta>0$, the gain is $+1$ for $0<x<\Delta$ and $-1$ above. This is one upward step at $0$ and two downward steps at $\Delta$, so
$$g(E)=A(E)-2A(E-\Delta). \tag{5}$$
Let $t=(E-\Delta)/\gamma$. The condition $g=0$ reads
$$\arctan\frac E\gamma=\frac\pi2+2\arctan t .$$
The left side is below $\pi/2$, so $t<0$. Both sides then lie between $-\pi/2$ and $\pi/2$, and taking the tangent loses no information:
$$\frac E\gamma=-\cot(2\arctan t)=\frac{t^2-1}{2t}.$$
Since $E/\gamma=t+\Delta/\gamma$, multiplication by $2t$ gives
$$t^2+\frac{2\Delta}{\gamma}t+1=0,\qquad t=-\frac\Delta\gamma\pm\sqrt{\frac{\Delta^2}{\gamma^2}-1}.$$
For $\Delta>\gamma$ both roots are negative, as required. Returning to $E=\Delta+\gamma t$,
$$E=\pm\sqrt{\Delta^2-\gamma^2}. \tag{6}$$
The convolved gain is confined to a window symmetric about the gap. For $\Delta=30$ meV and $\gamma=10$ meV its edges are at $\pm28.28$ meV, in agreement with the numerical zeros.

For $\Delta<\gamma$ there are no zeros. Because (5) tends to $-1$ at high photon energy, it is then negative everywhere. With $\Delta=5$ meV a numerical scan from $-100$ to $100$ meV finds absorption at every point. Its weakest absorption, 0.029, is at the lower end of the scan, beyond which the tail decays towards zero without changing sign. Broadening has removed all gain from an inverted well.

## The shift of transparency

The second fault can be isolated with equal masses. Then $f_e=f_h$ and $g_0=\tanh[(\Delta-x)/4kT]$, which is odd about $\Delta$. Let $K$ be any non-negative even kernel and let $\Delta>0$. With $u=x-\Delta$,
$$g(\Delta)=-\int_{-\Delta}^{\infty}\tanh\frac{u}{4kT}\,K(u)\,du
=-\int_{\Delta}^{\infty}\tanh\frac{u}{4kT}\,K(u)\,du\le0. \tag{7}$$
The part from $-\Delta$ to $\Delta$ vanishes because its integrand is odd. Gain below the separation is cut off at the gap, while absorption above it continues. If the broadened spectrum has gain at some lower energy, its transparency point must lie below $\Delta$ whenever (7) is strictly negative.

For equal masses of 0.1 and a density of $3\times10^{12}$ cm⁻², $\Delta$ is 140.3 meV. The Lorentzian gives $g(\Delta)=-0.022$. A sech kernel with the same half width gives $-5\times10^{-9}$, because little of its weight lies beyond $\Delta$.

With unequal masses the spectrum is not odd about $\Delta$. Pairing points at equal distances from $\Delta$ gives
$$g(\Delta)=\int_0^\Delta[g_0(\Delta+u)+g_0(\Delta-u)]L(u)\,du+\int_\Delta^\infty g_0(\Delta+u)L(u)\,du .$$
Because $g_0(\Delta)=0$, the bracket starts as $u^2$. For small $\gamma$ one may therefore replace $L(u)$ by $\gamma/\pi u^2$ and keep convergent integrals. The deficit is then linear in $\gamma$.

The shift also needs the slope. Differentiation gives
$$g_0'(x)=-\frac1{kT}\left[\frac{m_r}{m_e}f_e(1-f_e)+\frac{m_r}{m_h}f_h(1-f_h)\right].$$
At $x=\Delta$, $f_h=1-f_e$, so both products equal $f_ef_h$. The mass ratios add to one, leaving $g_0'(\Delta)=-f_ef_h/kT$. Setting $g(\Delta)+g_0'(\Delta)\,\delta E=0$ yields
$$\delta E\simeq\frac{kT}{f_ef_h}\,g(\Delta). \tag{8}$$

In the main example the occupations at $\Delta$ are 0.631 and 0.369. The small-width integrals give $\delta E=-0.458\gamma$. At $\gamma=2.5$ meV this predicts $-1.14$ meV, against $-1.17$ meV from the full spectrum. At 10 meV it predicts $-4.6$ meV, against $-5.1$ meV, so terms beyond first order are visible.

At fixed $\gamma=10$ meV the shift falls in magnitude from 7.0 to 2.4 meV as the density rises from $1.5$ to $4\times10^{12}$ cm⁻². For equal masses and fixed temperature, (7) gives a deficit that decreases with $\Delta$ because the uncancelled region starts farther away. In the scan the masses are unequal, and the paired integral and the slope also change with density, so this argument alone does not explain the trend. The four shifts are all red, but no general sign is proved here for unequal masses.

A faster tail reduces the error but does not guarantee the sign: at $0.8\times10^{12}$ cm⁻², where $\Delta$ is only 4.1 meV, the sech kernel still gives absorption at 20 and 50 meV below the gap. In the main example the sech kernel shifts transparency by $-0.44$ meV and leaves positive gain at 50, 100 and 200 meV below the gap. Its weight beyond $\Delta$ is about $2\times10^{-6}$, whereas its deficit at $\Delta$ is $3.9\times10^{-3}$. The remaining shift therefore comes almost wholly from the paired integral, that is, from the asymmetry of $g_0$ about $\Delta$.

## The general statement

Let $H$ be the Hamiltonian of the carriers and their bath, without the weak probe field. It may contain Coulomb and phonon interactions of any strength, provided it conserves the electron number $N_e$ and hole number $N_h$. Let the state be
$$\rho=\frac1Z\exp\left[-\frac{H-\mu_eN_e-\mu_hN_h}{kT}\right],\qquad \mu=\mu_e+\mu_h .$$
Here $\mu$ includes the gap and is the quasi-Fermi-level separation. **The resonant interband response to a weak probe has non-negative gain for $\hbar\omega<\mu$, non-negative absorption for $\hbar\omega>\mu$, and no net gain or absorption at $\hbar\omega=\mu$ when the spectrum is continuous there.** Below $\mu$ the gain is strictly positive wherever the emission spectrum is nonzero.

For the proof, choose states that are eigenstates of $H$, $N_e$ and $N_h$ together; this is possible because the three operators commute. Let $P$ be the dipole operator that removes one electron-hole pair. It connects an upper state $n$ to a lower state $m$ with one electron and one hole fewer. By the golden rule, emission and absorption between these states have the same squared matrix element, so
$$g(\hbar\omega)\propto\sum_{m,n}|\langle m|P|n\rangle|^2(p_n-p_m)\,\delta(\hbar\omega-E_n+E_m), \tag{9}$$
where the prefactor is positive. The populations are diagonal elements of $\rho$. Their ratio contains the energy difference $\hbar\omega$ and one extra particle of each type:
$$\frac{p_n}{p_m}=\exp\left[-\frac{(E_n-E_m)-\mu_e-\mu_h}{kT}\right]=e^{(\mu-\hbar\omega)/kT}.$$
Hence $p_m=p_ne^{(\hbar\omega-\mu)/kT}$, and the factor common to all lines at one photon energy can be taken outside the sum:
$$g(\hbar\omega)=\left[1-e^{(\hbar\omega-\mu)/kT}\right]R(\hbar\omega). \tag{10}$$
Here $R\ge0$ is the sum of emission terms $|P_{mn}|^2p_n$. The bracket has the sign of $\mu-\hbar\omega$ and vanishes at $\mu$, which proves the statement.

The line balance was also tested by diagonalizing a small interacting system of electrons, holes and a phonon mode. Lines were counted if their squared dipole element exceeded $10^{-8}$ of that of a single free pair. All 180 such lines with $0<E_n-E_m<\mu$ had gain and all 188 above $\mu$ absorbed. Another 30 have $E_n-E_m\le0$; they obey the same population ratio but lie outside the resonant response.

The assumptions matter. Equation (10) need not hold for a non-thermal distribution, for electrons and holes at different temperatures, or for a bath out of equilibrium with the carriers. Intraband absorption is a separate process and can produce real loss below the gap.

## What the Lorentzian leaves out, and one repair

In the energies of the well, $\hbar\omega-\mu=E-\Delta$. Equation (10) therefore requires the ratio of emission to absorption to be $e^{(\Delta-E)/kT}$. The convolution uses the same $L(E-x)$ for both, so by (1) each $k$-state contributes in the ratio $e^{(\Delta-x)/kT}$. The missing factor is $e^{(x-E)/kT}$.

Its meaning is energetic. If a photon with $E<x$ is emitted, the surplus $x-E$ goes to the bath. If that photon is absorbed, the bath must supply $x-E$, and an equilibrium bath does so with a relative Boltzmann weight $e^{-(x-E)/kT}$. A shared symmetric line lets high transitions absorb low-energy photons without this penalty.

One consistent model follows by setting $\delta=E-x$ and using separate lines:
$$L_{\rm em}=\frac{2L(\delta)}{1+e^{\delta/kT}},\qquad
L_{\rm abs}=\frac{2L(\delta)}{1+e^{-\delta/kT}}. \tag{11}$$
Their ratio is $L_{\rm em}/L_{\rm abs}=e^{-\delta/kT}$. Each has unit area: $L$ is even, and the two thermal fractions at $\delta$ and $-\delta$ add to one. Weight emission by $f_ef_h$ and absorption by $(1-f_e)(1-f_h)$. Equation (1) then gives, for every $k$-state,
$$e^{(\Delta-x)/kT}\,e^{-(E-x)/kT}=e^{(\Delta-E)/kT}.$$
This ratio no longer depends on $x$, so it survives the sum. The sign and the transparency point are correct. Emission and absorption each lie between zero and one, which keeps the net gain between $-1$ and $1$.

At 100 meV below the gap, this model gives gain of 0.014 in place of the spurious absorption of 0.0062. For the empty well at the same energy it gives absorption of $2.3\times10^{-4}$, against 0.032 for the Lorentzian. These magnitudes belong to the chosen line shape. Detailed balance fixes the ratio of emission to absorption, not the common spectrum, and (11) still leaves a slow gain tail below the gap. A quantitative tail needs a model of the actual scattering.

Correct transparency alone is not a sufficient test of a repair. Suppose one broadens $f_ef_h$ with the Lorentzian and multiplies the result by $1-e^{(E-\Delta)/kT}$. The broadened emission falls only as $1/E^2$ at high energy, but the multiplier grows exponentially. At $E=400$ meV the exponential is $e^{(400-97.5)/25.85}\simeq1.2\times10^5$. It turns an emission tail of about 0.0014 into absorption 172 times the plateau. In (11) the emission line carries its own factor $e^{-\delta/kT}$ at large positive $\delta$, and this growth is absent.

## Numbers as computed

```
masses: electron 0.05, hole 0.25, reduced 0.04167 m_e
temperature 300 K, kT = 25.852 meV
density = 2.00e+12 cm^-2, half width = 10.0 meV
dephasing time hbar/gamma = 65.8 fs
electron quasi-Fermi level above band edge = 95.11 meV
hole quasi-Fermi level into band = 2.41 meV
separation minus gap = 97.52 meV
occupations at separation: fe 0.6308, fh 0.3692
tail energy W = 229.81 meV
tail check at depth 20000 meV: scaled absorption 0.98865, formula 0.98851
interacting model: 210 gain lines below, 188 absorbing lines above separation
cold well, separation minus gap 30 meV: zeros -28.284, 28.284 meV
cold formula: +/- 28.284 meV
cold well, separation minus gap 5 meV: largest scanned gain -0.0287
equal masses 0.1 m_e, density 3.0e+12 cm^-2, separation minus gap 140.31 meV
  gain at separation: Lorentzian -0.02199, sech -5.351e-09
Lorentzian zeros relative to gap (meV), half width 10 meV:
  n 1.5e+12 cm^-2: separation 62.48, lower -26.85, upper 55.46, shift -7.01
  n 2.0e+12 cm^-2: separation 97.52, lower -53.17, upper 92.44, shift -5.08
  n 3.0e+12 cm^-2: separation 161.94, lower -109.83, upper 158.67, shift -3.27
  n 4.0e+12 cm^-2: separation 223.13, lower -169.36, upper 220.78, shift -2.35
linear shift per half width = -0.4576
  half width 2.5 meV: shift -1.174 meV, linear estimate -1.144 meV
  half width 5.0 meV: shift -2.409 meV, linear estimate -2.288 meV
  half width 10.0 meV: shift -5.078 meV, linear estimate -4.576 meV
sech transparency shift = -0.445 meV
detailed-balance transparency shift = 2.8e-14 meV (magnitude)
gain / plateau: E-gap (meV), unbroadened, Lorentz, sech, balanced
   -200.00   0.00000  -0.00673   1.109e-12   0.00480
   -100.00   0.00000  -0.00621   5.815e-07   0.01414
    -50.00   0.00000   0.00109   4.210e-04   0.03545
      0.00   0.49864   0.19050   2.377e-01   0.27167
     50.00   0.33063   0.24884   3.246e-01   0.28561
     97.52   0.00000  -0.03848  -3.909e-03   0.00000
    150.00  -0.46620  -0.44061  -4.594e-01  -0.39690
false repair at 400 meV above gap: gain / plateau = -172.0
empty well 100 meV below gap, absorption / plateau: Lorentz 0.03173, balanced 2.334e-04
```
